# Yukawa lattice sums and the jellium Madelung constant

A charged defect in a periodic supercell interacts with its own images. With the bare Coulomb potential, the sum over images diverges. One way to control it is to screen each interaction weakly and then let the screening vanish. This problem finds what the screened sum becomes in that limit, and which part of it survives when a neutralizing background is added.

**Setting.** Identical unit point charges sit on the vectors $\mathbf R$ of a three-dimensional Bravais lattice with cell volume $V$. Let $L=V^{1/3}$, and let $\mathbf G$ be the reciprocal vectors, so that $e^{i\mathbf G\cdot\mathbf R}=1$. A unit charge has the potential $1/r$, as in Gaussian or atomic units. For an inverse screening length $\kappa>0$, define the image sum

$$S(\kappa)=\sum_{\mathbf R\neq0}\frac{e^{-\kappa R}}{R}.$$

The charge at the origin, called the home charge, is left out of the sum.

## (a) Where does the divergence come from?

*Show that $S(\kappa)$ converges for $\kappa>0$ but not for $\kappa=0$. Find the potential of a uniform background that neutralizes the lattice and acts through the same screened law.*

**Solution.** At large $R$, a shell of thickness $dR$ holds about $4\pi R^2\,dR/V$ lattice points. The sum therefore behaves at large distance like

$$\frac{4\pi}{V}\int^\infty R\,e^{-\kappa R}\,dR .$$

This is finite for $\kappa>0$ and infinite for $\kappa=0$. All terms are positive, so no order of summation can rescue the unscreened sum.

The background has charge density $-1/V$. Being uniform, it produces the same potential everywhere:

$$-\frac1V\int\frac{e^{-\kappa r}}{r}\,d^3r
=-\frac{4\pi}{V}\int_0^\infty r\,e^{-\kappa r}\,dr
=-\frac{4\pi}{\kappa^2V},$$

because $\int_0^\infty r e^{-\kappa r}dr=1/\kappa^2$. The potential of the lattice with its background is thus

$$\phi_\kappa(\mathbf r)=\sum_{\mathbf R}\frac{e^{-\kappa|\mathbf r-\mathbf R|}}{|\mathbf r-\mathbf R|}-\frac{4\pi}{\kappa^2V},$$

where the sum now includes $\mathbf R=0$.

## (b) Fourier coefficients with and without screening

*Find the Fourier coefficients of $\phi_\kappa$. Define the corresponding unscreened potential $\phi_0$ without using a divergent sum, and use it to define the Madelung constant.*

**Solution.** The coefficient of $e^{i\mathbf G\cdot\mathbf r}$ is the cell average of $\phi_\kappa e^{-i\mathbf G\cdot\mathbf r}$. Since $e^{-i\mathbf G\cdot\mathbf R}=1$, the integrals of all the lattice terms over one cell join into a single integral over all space. For $G\neq0$ the constant background term averages to zero, and

$$c_{\mathbf G}(\kappa)=\frac1V\int\frac{e^{-\kappa r}}{r}e^{-i\mathbf G\cdot\mathbf r}\,d^3r .$$

The angular integral of $e^{-i\mathbf G\cdot\mathbf r}$ is $4\pi\sin(Gr)/(Gr)$. Hence

$$c_{\mathbf G}(\kappa)=\frac{4\pi}{VG}\int_0^\infty e^{-\kappa r}\sin(Gr)\,dr
=\frac{4\pi}{VG}\,\frac{G}{G^2+\kappa^2}
=\frac{4\pi}{V(G^2+\kappa^2)} .$$

For $G=0$ the lattice gives $4\pi/(\kappa^2V)$ and the background cancels it. The cell average of $\phi_\kappa$ is therefore zero for every $\kappa>0$.

The unscreened potential $\phi_0$ is defined as the periodic solution of Poisson's equation

$$-\nabla^2\phi_0=4\pi\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\right]$$

with zero cell average. The background is needed: the cell average of the left side vanishes for any periodic potential, so the total charge in the cell must vanish too. The equation leaves a constant in $\phi_0$ free, and the zero average fixes it, in agreement with $\phi_\kappa$. For $G\neq0$ the equation reads $G^2c_{\mathbf G}(0)=4\pi/V$, so

$$c_{\mathbf G}(0)=\frac{4\pi}{VG^2}.$$

Near the origin, $\nabla^2(\phi_0-1/r)=4\pi/V$. Because $\nabla^2r^2=6$, the function $\phi_0-1/r-2\pi r^2/(3V)$ is harmonic there, and hence smooth. The following limit therefore exists, and it defines $\alpha$:

$$\lim_{r\to0}\left[\phi_0(\mathbf r)-\frac1r\right]=-\frac{\alpha}{L}.$$

This is the potential that the home charge feels from all its images and the background. If all lengths are scaled by one factor, $\phi_0$ scales as the inverse of that factor. The number $\alpha$ thus depends on the shape of the lattice and not on its size. It is the jellium Madelung constant.

## (c) The effect of screening on the periodic potential

*Show that $\phi_\kappa-\phi_0$ is continuous even at the lattice points, and find its value at the origin.*

**Solution.** For $G\neq0$ the difference of the coefficients is

$$\frac{4\pi}{V}\left[\frac1{G^2+\kappa^2}-\frac1{G^2}\right]
=-\frac{4\pi\kappa^2}{V}\,\frac{1}{G^2(G^2+\kappa^2)},$$

and for $G=0$ it is zero. Reciprocal vectors have the density $V/(2\pi)^3$. The sum of the magnitudes at large $G$ therefore behaves like $\int^\infty G^2\,dG/G^4$, which converges. The series

$$-\frac{4\pi\kappa^2}{V}\sum_{\mathbf G\neq0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2(G^2+\kappa^2)}$$

is then absolutely and uniformly convergent, so it is a continuous function of $\mathbf r$. It has the same Fourier coefficients as $\phi_\kappa-\phi_0$, and both functions are continuous away from the lattice points, so they agree there. The $1/r$ singularities of $\phi_\kappa$ and $\phi_0$ cancel, and as $r\to0$

$$\phi_\kappa-\phi_0\;\to\;-\Delta(\kappa),\qquad
\Delta(\kappa)=\frac{4\pi\kappa^2}{V}\sum_{\mathbf G\neq0}\frac1{G^2(G^2+\kappa^2)} .$$

The separate series for $\phi_\kappa$ and $\phi_0$, whose coefficients fall only as $G^{-2}$, were never evaluated at the origin, where they diverge.

## (d) Taking out the home charge

*Use the previous parts to express $S(\kappa)$ through $\alpha$, for any $\kappa>0$.*

**Solution.** Remove the home term from $\phi_\kappa$ and let $r\to0$. The remaining lattice sum converges uniformly near the origin and tends to $S(\kappa)$, so

$$\lim_{r\to0}\left[\phi_\kappa(\mathbf r)-\frac{e^{-\kappa r}}r\right]=S(\kappa)-\frac{4\pi}{\kappa^2V}.$$

Now add and subtract $\phi_0$ and $1/r$ in the bracket:

$$\phi_\kappa-\frac{e^{-\kappa r}}r=(\phi_\kappa-\phi_0)+\left(\phi_0-\frac1r\right)+\frac{1-e^{-\kappa r}}{r}.$$

The first term tends to $-\Delta(\kappa)$ by part (c), and the second to $-\alpha/L$ by part (b). The third tends to $\kappa$, since $e^{-\kappa r}=1-\kappa r+O(r^2)$. Therefore

$$S(\kappa)=\frac{4\pi}{\kappa^2V}-\frac{\alpha}{L}+\kappa-\Delta(\kappa).$$

No small-$\kappa$ approximation has been made.

The term $+\kappa$ has a simple electrostatic meaning. Away from the origin, $\nabla^2(e^{-\kappa r}/r)=\kappa^2e^{-\kappa r}/r$. A Yukawa potential is thus the Coulomb potential of a unit charge together with a screening cloud of density $-\kappa^2e^{-\kappa r}/(4\pi r)$. The cloud's Coulomb potential at its own centre is

$$-\int\frac{\kappa^2e^{-\kappa r}}{4\pi r}\,\frac1r\,d^3r=-\kappa^2\int_0^\infty e^{-\kappa r}\,dr=-\kappa .$$

Leaving out the home term removes this cloud along with the charge, which raises the potential at the origin by $\kappa$.

## (e) Weak and strong screening

*Deduce the behaviour for small $\kappa$ with a bound on the error. What remains when the divergent term is removed? What happens for large $\kappa$?*

**Solution.** Every term of $\Delta$ is positive, and $1/(G^2+\kappa^2)<1/G^2$. Hence

$$0<\Delta(\kappa)<b\kappa^2,\qquad b=\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac1{G^4}.$$

For a fixed cell and $\kappa\to0$ this gives

$$S(\kappa)=\frac{4\pi}{\kappa^2V}-\frac\alpha L+\kappa+O(\kappa^2).$$

The coefficient of the quadratic term is $-b$, because

$$b-\frac{\Delta}{\kappa^2}=\frac{4\pi\kappa^2}{V}\sum_{\mathbf G\neq0}\frac1{G^4(G^2+\kappa^2)}$$

is positive and vanishes as $\kappa^2$.

By part (a), subtracting the divergent term is the same as adding the neutralizing background. It leaves

$$S(\kappa)-\frac{4\pi}{\kappa^2V}=-\frac\alpha L+\kappa+O(\kappa^2)\;\to\;-\frac\alpha L .$$

The Madelung constant emerges in the limit $\kappa\to0$. At a finite $\kappa$ the error is linear in $\kappa$; subtracting $\kappa$ as well makes it quadratic.

The remainder is an expansion in $\kappa^2/G^2$, so $\kappa$ must be small compared with the shortest reciprocal vector. For a compact cell such as a cube this means small $\kappa L$. For a strongly elongated cell the screening length must be long compared with the long side: at $c/a=100$ in a tetragonal cell, $\Delta/\kappa^2$ has already fallen to about half of $b$ at $\kappa L=0.3$. The order of limits matters. If $L$ grows at fixed $\kappa$, the images are screened away and $S\to0$.

For strong screening the nearest images dominate, once $\kappa$ times the gap between the first and second neighbour distances is large. With $z$ neighbours at distance $d$, then $S\approx z\,e^{-\kappa d}/d$; at $\kappa L=10$ the full sum exceeds this estimate by 2% for the simple cubic and 12% for the body-centred cubic lattice. The sum is exponentially small when $\kappa d\gg1$. With $S$ neglected, the identity of part (d) requires $\Delta\approx\kappa-\alpha/L+4\pi/(\kappa^2V)$, and the last term, equal to $4\pi/[(\kappa L)^2L]$, fades as $\kappa L$ grows, leaving $\Delta\approx\kappa-\alpha/L$. The remainder thus grows linearly for strong screening and no longer follows $b\kappa^2$, so the small-$\kappa$ expansion is of no use there.

## (f) A convergent formula for $\alpha$

*Derive a rapidly convergent expression for $-\alpha/L$.*

**Solution.** Choose any $\eta>0$ and split the Coulomb potential as

$$\frac1r=\frac{\operatorname{erfc}(\eta r)}r+\frac{\operatorname{erf}(\eta r)}r .$$

The second part is the potential of a Gaussian charge. To see this, use $\nabla^2(u/r)=u''/r$ with $u=\operatorname{erf}(\eta r)$. Here $u'=(2\eta/\sqrt\pi)e^{-\eta^2r^2}$ and $u''=-(4\eta^3r/\sqrt\pi)e^{-\eta^2r^2}$, so

$$\nabla^2\frac{\operatorname{erf}(\eta r)}r=-4\pi\,\frac{\eta^3}{\pi^{3/2}}e^{-\eta^2r^2}.$$

This Gaussian density has unit charge, and its Fourier transform is $e^{-G^2/4\eta^2}$, found by completing the square in each direction. A lattice of such charges in the background has the zero-average potential

$$\frac{4\pi}V\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}.$$

The short-range part is summed directly, but its cell average must be subtracted. With $x=\eta r$ this average is

$$\frac{4\pi}{V}\int_0^\infty r\operatorname{erfc}(\eta r)\,dr=\frac{4\pi}{V\eta^2}\int_0^\infty x\operatorname{erfc}x\,dx=\frac{\pi}{\eta^2V}.$$

The last integral is $1/4$: integration by parts turns it into $\pi^{-1/2}\int_0^\infty x^2e^{-x^2}dx$, and $\int_0^\infty x^2e^{-x^2}dx=\sqrt\pi/4$.

The two parts together have the sources of $\phi_0$ and zero average, so their sum is $\phi_0$. Now subtract $1/r$ and let $r\to0$. The home term gives

$$\frac{\operatorname{erfc}(\eta r)}r-\frac1r=-\frac{\operatorname{erf}(\eta r)}r\;\to\;-\frac{2\eta}{\sqrt\pi}.$$

The result is the Ewald formula

$$-\frac\alpha L=\sum_{\mathbf R\neq0}\frac{\operatorname{erfc}(\eta R)}R+\frac{4\pi}V\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac\pi{\eta^2V}-\frac{2\eta}{\sqrt\pi}.$$

The left side does not contain $\eta$, so the right side cannot depend on it, although each of its terms does.

For the simple cubic lattice the formula gives $\alpha=2.837297$. A separate solution of Poisson's equation, summed plane by plane and extrapolated to the charge, gives the same six decimals. The face-centred and body-centred cubic lattices have $\alpha=2.888282$ and $2.888462$, with $L=V^{1/3}$ in each case. The triclinic cell spanned by $(1,0,0)$, $(0.3,0.9,0)$ and $(0.2,-0.25,1.2)$ has $2.797686$. The shape dependence is small among the cubic lattices, but it is there.

## (g) Reading the numbers

*For the simple cubic lattice, compare the sum at finite $\kappa$ with its limit. Then find the interaction energy for one unit charge per cubic cell with $L=20$ bohr.*

**Solution.** Here $G=2\pi n/L$, where $n$ is the length of an integer vector. The quadratic coefficient is

$$b=\frac{4\pi}{L^3}\left(\frac L{2\pi}\right)^4\sum_{\mathbf n\neq0}\frac1{n^4}
=\frac L{4\pi^3}\times16.532316=0.133298\,L .$$

At $\kappa L=0.1$ the direct sum gives

$$SL-\frac{4\pi}{(\kappa L)^2}=1253.898431-1256.637061=-2.738630 .$$

This differs from $-\alpha$ by $0.0987$, or 3.5% of $\alpha$. Subtracting $\kappa L$ as well gives $-2.838630$, which differs by $0.00133$, or 0.05% of $\alpha$. That agrees with $b\kappa^2L=0.00133$.

When $\kappa L$ is halved to $0.05$, the first difference falls to $0.0497$, about half. The second falls to $0.00033$, about a quarter. These are the linear and quadratic laws of part (e). At $\kappa L=1$ the two differences are 31% and 4.6% of $\alpha$.

A smaller $\kappa$ has a price. At $\kappa L=0.05$ a number near $2.8$ is found by subtracting two numbers near $5000$. A relative error of $10^{-6}$ in $S$ would then change $\alpha$ by about $0.005$, more than the whole quadratic term.

For the energy, let the cell hold a charge $q$ and its background, with density $q[\delta(\mathbf r)-1/V]$ and potential $q\phi_0$. The electrostatic energy is half the integral of density times potential. The background part vanishes because $\phi_0$ has zero average. At the point charge, the self-energy of the isolated charge is removed by subtracting $1/r$ from $\phi_0$. What remains is

$$E=\frac{q^2}2\left(-\frac\alpha L\right)=-\frac{q^2\alpha}{2L}.$$

For $q=1$ and $L=20$ bohr,

$$E=-\frac{2.837297}{2\times20}=-0.070932\ \text{hartree},$$

which is $-1.930$ eV. For this cubic cell the periodic arrangement lies below the isolated charge by this amount, and the difference falls only as $1/L$: doubling the cell length at fixed shape halves it. The sign depends on the shape: a tetragonal cell with $c/a=4$ has $\alpha=-0.46$ and lies above the isolated charge.

The screened route reaches this energy only in the limit $\kappa\to0$. Since $\phi_\kappa$ also has zero average, the same argument applies, except that the potential of the isolated charge, which is subtracted, is now $e^{-\kappa r}/r$. It gives the screened energy per cell as $\tfrac{q^2}{2}\left[S-4\pi/(\kappa^2V)\right]$, which differs from $E$ by $q^2(\kappa-\Delta)/2$. With $\kappa=0.005$ per bohr, so that $\kappa L=0.1$, and potentials in inverse bohr,

$$S-\frac{4\pi}{\kappa^2V}=62.69492-62.83185=-0.13693 .$$

Half of this is $-0.06847$ hartree, too high by about $0.0025$ hartree, which is $\kappa/2$. Subtracting $\kappa$ gives a potential of $-0.14193$, against the limit $-\alpha/L=-0.14186$.

This energy belongs to a point charge in vacuum. It contains no dielectric response of a host crystal and no contribution from the finite extent of a real defect charge, so it is not by itself a complete correction for a defect in a solid.

## Values computed for the example and the checks

```
Simple cubic lattice, dimensionless (L = 1)
alpha, Ewald sum: 2.837297479
alpha, plane-by-plane Poisson solution: 2.837297
largest change of alpha with eta: 4.4e-16
sum over nonzero integer vectors of 1/n^4: 16.532316
quadratic coefficient b/L: 0.133298
Columns: kappa L | S L | 4pi/(kappa L)^2 | S L - divergent
 1.00 |    10.597456 |    12.566371 |  -1.968915
 0.50 |    47.894967 |    50.265482 |  -2.370515
 0.20 |   311.516639 |   314.159265 |  -2.642627
 0.10 |  1253.898431 |  1256.637061 |  -2.738630
 0.05 |  5023.760615 |  5026.548246 |  -2.787631
Columns: kappa L | S L - divergent - kappa L | remainder/(kappa L)^2
 1.00 |  -2.968915 |  0.131617
 0.50 |  -2.870515 |  0.132871
 0.20 |  -2.842627 |  0.133230
 0.10 |  -2.838630 |  0.133281
 0.05 |  -2.837631 |  0.133294
largest error of exact identity: 1.2e-10
Other cells: V (cubed length units), alpha, identity error
fcc: V = 1.0000, alpha = 2.888282, 4.8e-07
bcc: V = 1.0000, alpha = 2.888462, 9.1e-07
triclinic: V = 1.0800, alpha = 2.797686, 2.0e-07
Worked example: cubic cell, point charge in vacuum
L = 20.0 bohr; kappa = 0.005 1/bohr; q = 1 e
image sum S: 62.694922 1/bohr
divergent term: 62.831853 1/bohr
Madelung term -alpha/L: -0.141865 1/bohr
S - divergent: -0.136932 1/bohr
S - divergent - kappa: -0.141932 1/bohr
energy per cell: -0.070932 hartree
energy per cell: -1.9302 eV
```
